# Chiral mass shift and the theta = pi transition in the lattice Schwinger model

## Result and conventions

On a staggered ring, the lattice mass energy

$$\mu=mc^2-\frac{e^2a}{8}\tag{1}$$

makes translation by one site act as the discrete chiral rotation: it maps the Hamiltonian with parameters $(m,\theta)$ unitarily onto that with $(-m,\theta+\pi)$. At $m=0$ this relates two values of $\theta$; it is not a symmetry at a fixed $\theta$. With this shift, diagonalization of rings of 12 to 18 sites places the $\theta=\pi$ transition at $mc^2/\varepsilon\simeq0.334$, with an estimated uncertainty of 0.002. The identity is proved below; the critical mass is numerical.

Atomic units are used with $c$ kept. The model coupling $e$ is not the elementary charge: $e^2$ is an energy per length, and $\varepsilon=e\sqrt c$ is an energy. The ratio written $m/e$ in natural units is $mc^2/\varepsilon$. For an even number $N$ of sites with spacing $a$,

$$\begin{aligned}H={}&\frac{e^2a}{2}\sum_n\Big(L_n+\frac{\theta}{2\pi}\Big)^2+\mu\sum_n(-1)^n\nu_n\\&-\frac{ic}{2a}\sum_n\big(\chi_n^\dagger U_n\chi_{n+1}-\text{h.c.}\big),\end{aligned}\tag{2}$$

where $\nu_n=\chi_n^\dagger\chi_n$, $L_n$ is the integer field on the link from $n$ to $n+1$, and $U_n$ raises $L_n$ by one. Physical states obey Gauss's law,

$$L_n-L_{n-1}=Q_n,\qquad Q_n=\nu_n-\tfrac12+\tfrac12(-1)^n.\tag{3}$$

Without field and mass, a plane wave has energy $(c/a)\sin ka$. Its velocity is $+c$ near $k=0$ and $-c$ near $ka=\pi$. A one-site translation multiplies these right and left movers by $e^{ika}=+1$ and $-1$, which is the action of $\gamma_5$. This is why it can represent a chiral rotation.

## The mass shift

Let $V$ translate the fermions and the $U_n$ by one site. Translating $L_n$ alone would violate (3), because the background charge alternates. The required rule is

$$VL_nV^{-1}=L_{n+1}+\frac{1+(-1)^n}{2}.\tag{4}$$

The left side of (3) becomes $L_{n+1}-L_n+(-1)^n=Q_{n+1}+(-1)^n$. The right side becomes $\nu_{n+1}-\frac12+\frac12(-1)^n$, which is the same, since $Q_{n+1}=\nu_{n+1}-\frac12-\frac12(-1)^n$. The added numbers are integers, so (4) is a permitted relabelling of the field states, and hopping is unchanged.

Set $X_n=L_{n+1}+\theta/2\pi+\frac12$. The transformed electric sum is

$$\sum_n\Big(X_n+\frac{(-1)^n}{2}\Big)^2=\sum_nX_n^2+\sum_n(-1)^nX_n+\frac N4.\tag{5}$$

The constants in $X_n$ cancel from the alternating sum, leaving $S=\sum_n(-1)^nL_{n+1}$. Relabelling by one site gives $S=-\sum_n(-1)^nL_n$; relabelling by two gives $S=\sum_n(-1)^nL_{n-1}$. Adding these and using (3),

$$2S=-\sum_n(-1)^nQ_n=-\sum_n(-1)^n\nu_n-\frac N2.\tag{6}$$

The alternating sum of $-\frac12$ vanished, and that of $\frac12(-1)^n$ gave $N/2$. Inserting $S$ in (5) cancels $N/4$:

$$\sum_n\Big(X_n+\frac{(-1)^n}{2}\Big)^2=\sum_nX_n^2-\frac12\sum_n(-1)^n\nu_n.\tag{7}$$

After multiplication by $e^2a/2$, the first term is the electric energy at $\theta+\pi$, and the second adds $-e^2a/4$ to the mass coefficient. The original mass term changes sign under translation. Hence

$$\theta\to\theta+\pi,\qquad \mu\to-\mu-\frac{e^2a}{4}.\tag{8}$$

The fixed point is $\mu=-e^2a/8$. Measuring the mass from it, as in (1), turns (8) into

$$VH(m,\theta)V^{-1}=H(-m,\theta+\pi).\tag{9}$$

The proof needs a closed ring or an infinite chain. Open ends spoil both the translation and the relabelling behind (6).

For a test, take a six-site ring with $\varepsilon=1$ eV, $a=1578.62$ angstrom, $mc^2=0.23$ eV and $\theta=0.7$. The eight lowest levels of the two sides of (9) agree to $2\times10^{-14}$ eV. Omitting the shift on both sides leaves a mismatch of up to 0.268 eV. A separate search for the $\mu$ at which the ground energies at $\theta=0$ and $\pi$ coincide returns $-0.1$ eV, equal to $-e^2a/8$.

**Order of the spacing error.** A correction to $mc^2$ of first order in $a$ could be proportional to $e^2a$ or to $am^2c^3$. This list assumes that the correction is a polynomial in $e^2$ and $m$, the parameters that appear in (2); a term $a\,mc\,\varepsilon$, odd in $e$, is excluded by that assumption and not by (9). Both listed terms are even in $m$, while (9) requires the effective mass to be odd. The first allowed terms are then of relative order $(a\varepsilon/c)^2$ or $(amc)^2$. This is power counting, not a proof, and it does not exclude logarithms.

## Eliminating Gauss's law

By (3), the integers $L_n$ fix every $\nu_n$, so the fermions can be dropped from the state label. Even sites have $Q_n\in\{0,1\}$ and odd sites $Q_n\in\{-1,0\}$. Since $\sum_nQ_n=0$ on a ring, there are $N/2$ fermions. One integer, the uniform background field, remains in addition to the matter configuration.

On even sites $\nu_n=|Q_n|$; on odd sites $-\nu_n=-(Q_n+1)=|Q_n|-1$. The mass term is therefore $\mu(\sum_n|Q_n|-N/2)$.

The operator $\chi_n^\dagger U_n\chi_{n+1}$ moves a fermion from $n+1$ to $n$ and raises $L_n$ by one. Its amplitude is $-is_nc/2a$. With sites ordered from $0$ to $N-1$, $s_n=1$ except on the closing link, where the fermion passes $N/2-1$ others and $s_{N-1}=(-1)^{N/2-1}$. Multiplying each basis state by $\exp(i\sum_n\varphi_nL_n)$ multiplies this amplitude by $e^{-i\varphi_n}$. The choice $e^{i\varphi_n}=is_n$ makes every amplitude $-c/2a$. Thus

$$\begin{aligned}H={}&\frac{e^2a}{2}\sum_n\Big(L_n+\frac\theta{2\pi}\Big)^2+\mu\Big(\sum_n|Q_n|-\frac N2\Big)\\&-\frac c{2a}\sum_n(R_n+R_n^\dagger),\end{aligned}\tag{10}$$

where $R_n$ raises $L_n$ if the result still has allowed charges, and otherwise gives zero.

With $K$ retained field values, closed configurations are counted by the trace of a product of $N/2$ identical $K\times K$ matrices. Each is a step "stay or rise" followed by "stay or fall". Its row sums are at most 4, so there are at most $K\,2^N$ states. For $N=4$, $K=4$ there are 19. Their levels agree with those of the full fermion-and-link Hamiltonian, restricted to Gauss-law states, to $7\times10^{-15}$ eV.

## Symmetry sectors at theta = pi

At $\theta=\pi$ the local field is $L_n+\frac12$, and the map

$$C:\quad L_n\to-1-L_{n+1}\tag{11}$$

sends it to $-(L_{n+1}+\frac12)$. The electric energy is unchanged. Also $Q_n\to-Q_{n+1}$, which respects the allowed charges and preserves $\sum_n|Q_n|$. Raising and lowering are exchanged, so $C$ commutes with (10) for any $m$. Since $C^2$ is a two-site translation, the sectors $C=\pm1$ have zero momentum.

The finite-ring ground state lies in $C=+1$. To see this, note first that hopping connects all configurations. By the charge rules, a field on an even link is never below its odd neighbours. In a non-uniform configuration, lower all odd links at the maximum value, then the even links at that value; each move is allowed. Repetition reaches a uniform field, and uniform fields differing by one are connected by the same moves. All off-diagonal elements are non-positive, so the ground state is unique with positive components. As $C$ permutes the basis, its eigenvalue on this state is $+1$.

The algorithm is then:

1. Enumerate closed configurations with $-3\le L_n\le2$, a range that (11) preserves. Encode each as an integer in base 6 and sort the codes.
2. Find hopping partners by changing one digit and searching the list; an absent code marks a forbidden move.
3. From each orbit of $C$ form the normalized state $\sum_j(\pm1)^jC^j|L\rangle$. In the odd sector, drop orbits for which the sum vanishes.
4. Find the lowest level of each sector with a sparse Lanczos solver. The odd-minus-even difference is the gap $\Delta_N$.

For $N=18$, 184958 states reduce to 10305 even and 10275 odd ones. On an eight-site ring with $mc^2=0.33$ eV, $\Delta_N$ was tested against the first excitation of the unreduced matrix. Widening the field range to $-4\ldots3$, tested for 12 sites at the smallest spacing used below, changes the gap by $5\times10^{-15}$ eV, so field truncation is negligible there.

## Two limits

**Massless fermions.** Let $\mathcal E=L+\theta/2\pi$ in the continuum, with $\partial_x\mathcal E=\rho$ and $\partial_t\mathcal E=-J$. The force on a unit charge is $e^2\mathcal E$. It shifts the occupied momenta and creates right movers at the rate $e^2\mathcal E/2\pi$ per length, removing left movers at the same rate. With $J=c(\rho_R-\rho_L)$ this gives

$$\partial_tJ+c^2\partial_x\rho=\frac{ce^2}{\pi}\mathcal E.\tag{12}$$

Substituting for $J$ and $\rho$,

$$\partial_t^2\mathcal E=c^2\partial_x^2\mathcal E-\frac{\varepsilon^2}{\pi}\mathcal E.\tag{13}$$

The uniform mode has energy $\omega=\varepsilon/\sqrt\pi$ for any ring length $\ell$ and any $\theta$. To find its amplitude, note that an excess density $\rho_R$ fills momenta up to $2\pi\rho_R$ and costs $\pi c\rho_R^2$ per length, and likewise for $\rho_L$. For $\rho=0$ the sum is $\pi J^2/2c$, so the mode energy is $\ell(\pi\dot{\mathcal E}^2/2c+e^2\mathcal E^2/2)$. This is an oscillator of inertia $\pi\ell/c$, whence

$$|\langle1|\mathcal E|0\rangle|=\sqrt{\frac{c}{2\pi\omega\ell}}.\tag{14}$$

At $\varepsilon=1$ eV, $\omega=0.56419$ eV. At $\theta=\pi$ and $\ell=17759.4$ angstrom, the lattice gap with shifted mass is 0.56158 eV for 12 sites and 0.56209 eV for 18. A fit through $a^4$ in even powers gives 0.56424 eV. Setting $\mu=0$ instead gives 0.45385 eV for 18 sites, 20% below the continuum value, since the fermion then has $mc^2=e^2a/8$.

At $a=1578.62$ angstrom, or $0.8\,c/\varepsilon$, (14) predicts 0.171 for 12 sites and 0.140 for 18. The computed elements are 0.1696 and 0.1384. They decrease as $N^{-1/2}$ within the test tolerance: there is no spontaneous field.

**Heavy fermions.** Pairs are costly, and the uniform states $\mathcal E=\pm\frac12$ have equal electric energy. Tunnelling on a finite ring splits them into even and odd combinations, and the element of $\mathcal E$ between these is the spontaneous field. Start from $L_n=0$. An even link can be raised, at cost $2\mu+e^2a$; an odd link can be lowered, at cost $2\mu$. With $w=c/2a$, the second-order field is

$$\bar{\mathcal E}\simeq\frac12+\frac{w^2}{2}\left[\frac1{(2\mu+e^2a)^2}-\frac1{(2\mu)^2}\right].\tag{15}$$

For $mc^2=0.8$ eV at the same spacing, $\mu=0.7$, $e^2a=0.8$ and $w=0.625$ eV, which gives 0.44. The computed value is 0.4706 for both 12 and 18 sites. Since $w/2\mu=0.45$ is not small, (15) gives the sign of the reduction but overestimates its size. The field survives as the ring grows, so a transition lies between these two masses.

## Locating the transition

At a continuous transition where energies scale as inverse lengths, as expected for this relativistic model, the gap scales as $1/N$. A sign-reversing order parameter in one space dimension suggests the Ising class, for which the correlation-length exponent is 1 and the leading correction exponent is taken as 2. With $t$ the deviation from the critical mass,

$$N\Delta_N=f_0+f_1tN+bN^{-2}.\tag{16}$$

Equating this for $N$ and $N+2$, with $\bar N=N+1$, gives

$$2f_1t=b\big[N^{-2}-(N+2)^{-2}\big]\simeq\frac{4b}{\bar N^3},\qquad t\simeq\frac{2b}{f_1\bar N^3}.\tag{17}$$

Crossings $m_{13}$ of the 12/14 pair and $m_{17}$ of the 16/18 pair therefore combine to

$$m_\infty=\frac{17^3m_{17}-13^3m_{13}}{17^3-13^3}=m_{17}+0.809\,(m_{17}-m_{13}).\tag{18}$$

Only ratios to $\varepsilon$ matter, so the round value $\varepsilon=1$ eV is used; the length unit $c/\varepsilon$ is 1973.27 angstrom. At $a=986.63$ angstrom, half this unit, $e^2a/2=0.25$ eV, $c/2a=1$ eV and the shift is $-0.0625$ eV. Equation (18) gives $0.33615-0.809\times0.00117=0.33520$ eV. All spacings give:

| $a$ (angstrom) | 12/14 (eV) | 16/18 (eV) | $m_\infty c^2$ (eV) | ratio |
|---|---|---|---|---|
| 986.63 | 0.33732 | 0.33615 | 0.33520 | 7.04 |
| 1183.96 | 0.33686 | 0.33632 | 0.33589 | 7.26 |
| 1381.29 | 0.33731 | 0.33709 | 0.33691 | 7.41 |
| 1578.62 | 0.33840 | 0.33835 | 0.33831 | 7.52 |
| 1775.94 | 0.34006 | 0.34010 | 0.34013 | 7.59 |

The last column is the first even excitation divided by the first odd one, for 18 sites at $m_\infty$. On a large critical Ising ring whose excitations move at speed $c$, as expected in the continuum limit, these energies are $2\pi c/\ell$ and one eighth of that, so the ratio should approach 8. It stays below 8 here, but rises toward it as the 18-site ring lengthens. At the largest spacing $\ell=16.2\,c/\varepsilon$, and the predictions are 0.388 and 0.0485 eV; the computed energies are 0.360 and 0.0474 eV. The even level is 7% below its prediction and the odd level 2% below. The odd shift alone would raise the ratio, so the deficit of the ratio comes from the even level. Attributing it to finite length is plausible but not separately tested, because $a$ and $\ell$ vary together in the table.

## Error analysis and continuum limit

A straight line in $a^2$ through the five $m_\infty$ gives 0.3328 eV; adding an $a^4$ term gives 0.3340 eV. The slope between neighbouring points grows with $a^2$, which favours the second fit. The difference, 0.0012 eV, measures the sensitivity to the fitted form.

The intercept of the second fit is a linear combination of the data. In order of increasing $a$, the least-squares weights are

$$2.64,\quad0.10,\quad-1.49,\quad-1.41,\quad1.15.\tag{19}$$

An error at the smallest spacing is thus amplified 2.6 times. This is also where the ring is shortest and the correction (18) largest, 0.00095 eV. Using the 16/18 crossings without that correction would raise the intercept by about 0.0022 eV, to 0.336 eV.

The $N^{-3}$ law is therefore a material assumption. At $a=1578.62$ angstrom, the first two crossings predict 0.33836 eV for the third, against a computed 0.33835 eV. The test passes, but it is weak: the drift there is only a few times the root tolerance of $10^{-5}$ eV, so it hardly constrains the exponent. With tighter roots the two steps between the three crossings there are in the ratio 1.2, not the 1.7 of an $\bar N^{-3}$ law, so the agreement reflects the smallness of the drift. At the largest spacing the drift even has the opposite sign. At the smallest spacing, where the correction matters most, the law is only approximate: the 14/16 crossing is 0.33660 eV, and the three crossings there fall roughly as $\bar N^{-2.4}$. At the next two spacings the apparent exponent is also below 3, about 2.3 and 2.0. Using 2.4 instead of 3 at all spacings would lower the intercept by about 0.0008 eV, which is within the uncertainty given below.

Root-finding errors are smaller. Equation (18) multiplies the tolerance by at most 2.6, and the absolute weights in (19) sum to 6.8, so even if all errors add, the intercept moves by less than 0.0002 eV. Taking the fit and finite-size sensitivities together, a reasonable estimate is

$$mc^2=0.334\pm0.002\ \text{eV},\qquad \frac{mc^2}{\varepsilon}=0.334\pm0.002,\tag{20}$$

or 0.0123 hartree for the central energy. The uncertainty is a judgement from these comparisons, not a rigorous bound.

The shift matters for this extrapolation. The unshifted critical values $\mu$ contain the term $-e^2a/8$, linear in $a$, which a fit in even powers cannot represent. The same fit then gives 0.3027 eV, 9% below the shifted result. A fit in $1$, $a$ and $a^2$ can absorb this linear term and gives 0.338 eV, but its absolute weights sum to 27 instead of 6.8, so it is far more sensitive to errors in the data. The shift (1) fixes that term in advance; it does not remove the errors of higher order in $a$ or those of finite ring length.

## Table of computed values

```
coupling energy = 1.000 eV
unit length hbar c/coupling = 1973.270 angstrom
e^2 = 5.067731e-04 eV/angstrom
4-site physical states = 19
elimination: max level difference = 7.1e-15 eV
chiral test: a = 1578.62 angstrom, m = 0.23 eV, theta = 0.7 rad
8-level mismatch with shift = 2.0e-14 eV
8-level mismatch without shift = 0.2683 eV
lattice mass found by root search = -0.10000000 eV
-e^2 a/8 = -0.10000000 eV
gap change on widening field range = 5.3e-15 eV
18-site states = 184958, even sector = 10305, odd sector = 10275
massless ring length = 17759.4 angstrom
massless gap, 12 sites = 0.56158 eV
massless gap, 14 sites = 0.56152 eV
massless gap, 16 sites = 0.56178 eV
massless gap, 18 sites = 0.56209 eV
massless gap, a to 0 = 0.56424 eV
coupling/sqrt(pi) = 0.56419 eV
18-site gap at zero lattice mass = 0.45385 eV
field element at m = 0.0 eV: 12 sites 0.1696, 18 sites 0.1384
field element at m = 0.8 eV: 12 sites 0.4706, 18 sites 0.4706
a = 986.63 angstrom: crossings 12/14 0.33732, 16/18 0.33615 eV
  infinite ring 0.33520 eV, lattice mass 0.27270 eV
  odd gap 0.08600, even gap 0.60572 eV, ratio 7.043
a = 1183.96 angstrom: crossings 12/14 0.33686, 16/18 0.33632 eV
  infinite ring 0.33589 eV, lattice mass 0.26089 eV
  odd gap 0.07163, even gap 0.52036 eV, ratio 7.264
a = 1381.29 angstrom: crossings 12/14 0.33731, 16/18 0.33709 eV
  infinite ring 0.33691 eV, lattice mass 0.24941 eV
  odd gap 0.06128, even gap 0.45433 eV, ratio 7.413
a = 1578.62 angstrom: crossings 12/14 0.33840, 16/18 0.33835 eV
  infinite ring 0.33831 eV, lattice mass 0.23831 eV
  odd gap 0.05347, even gap 0.40201 eV, ratio 7.518
a = 1775.94 angstrom: crossings 12/14 0.34006, 16/18 0.34010 eV
  infinite ring 0.34013 eV, lattice mass 0.22763 eV
  odd gap 0.04738, even gap 0.35970 eV, ratio 7.592
drift test: 14/16 crossing 0.33838 eV
  16/18 predicted 0.33836, computed 0.33835 eV
critical m, fit to a^2 = 0.3328 eV
critical m, fit to a^4 = 0.3340 eV
same a^4 fit without mass shift = 0.3027 eV
critical m/e (a^4 fit) = 0.3340
critical m (a^4 fit) = 0.012275 hartree
```
